# The Wigner 3j symbol with zero projections in closed form

Let $l_1,l_2,l_3$ be non-negative integers satisfying the triangle condition $|l_1-l_2|\le l_3\le l_1+l_2$. The 3j symbol is defined through Clebsch-Gordan coefficients by

$$\begin{pmatrix} l_1&l_2&l_3\\ m_1&m_2&m_3\end{pmatrix}=\frac{(-1)^{l_1-l_2-m_3}}{\sqrt{2l_3+1}}\,\langle l_1m_1\,l_2m_2|l_3\,{-m_3}\rangle .$$

The phases are those of Condon and Shortley: the ladder operators act as

$$J_\pm|l\,m\rangle=\sqrt{(l\mp m)(l\pm m+1)}\;|l\,m\pm1\rangle ,$$

and $\langle l_1l_1\,l_2\,(l_3-l_1)|l_3l_3\rangle>0$. The task is to find the symbol with $m_1=m_2=m_3=0$, including its sign. Angular momenta are in units of $\hbar$, and all results are dimensionless. Throughout, $L=l_1+l_2+l_3$.

## (a) The 3j symbols as a singlet state

**Show that $|S\rangle=\sum_{m_1m_2m_3}\begin{pmatrix} l_1&l_2&l_3\\ m_1&m_2&m_3\end{pmatrix}|l_1m_1\rangle|l_2m_2\rangle|l_3m_3\rangle$ is a normalized state of zero total angular momentum, that it is unique up to a factor, and find the sign of its component $(l_1,\,l_3-l_1,\,-l_3)$.**

*Solution.* Let $|\Phi_M\rangle$ be the normalized state in which $l_1$ and $l_2$ are coupled to $l_3$ with projection $M$. The definition gives

$$|S\rangle=\sum_{m}\frac{(-1)^{l_1-l_2-m}}{\sqrt{2l_3+1}}\,|\Phi_{-m}\rangle|l_3m\rangle .$$

These $2l_3+1$ terms are orthogonal, each with squared norm $1/(2l_3+1)$, so $\langle S|S\rangle=1$.

Apply the total $J_+$ and collect $|\Phi_{-m+1}\rangle|l_3m\rangle$. Raising the first factor of term $m$ gives the root $\sqrt{(l_3+m)(l_3-m+1)}$. Raising the second factor of term $m-1$ gives the same root. The prefactors $(-1)^{-m}$ and $(-1)^{-m+1}$ are opposite, so the two contributions cancel. For $J_-$, the terms $m$ and $m+1$ cancel in the same way. Hence $J_\pm|S\rangle=0$, and $[J_+,J_-]=2J_z$ gives $J_z|S\rangle=0$: the state is a singlet.

For uniqueness, write any singlet as $\sum_m|\phi_m\rangle|l_3m\rangle$. The part of $J_+$(singlet)$\,=0$ that multiplies $|l_3,-l_3\rangle$ is $J_+|\phi_{-l_3}\rangle=0$, because no state is raised into $|l_3,-l_3\rangle$. Since $J_z=0$ in total, $|\phi_{-l_3}\rangle$ has projection $l_3$:

$$|\phi_{-l_3}\rangle=\sum_{m_1}c_{m_1}|l_1m_1\rangle|l_2\,(l_3-m_1)\rangle .$$

The coefficient of $|l_1\,(m_1+1)\rangle|l_2\,(l_3-m_1)\rangle$ in $J_+|\phi_{-l_3}\rangle=0$ connects $c_{m_1}$ with $c_{m_1+1}$ through two non-zero roots. One coefficient therefore fixes all others. The part of $J_-$(singlet)$\,=0$ that multiplies $|l_3m\rangle$ reads

$$J_-|\phi_m\rangle+\sqrt{(l_3+m+1)(l_3-m)}\;|\phi_{m+1}\rangle=0 ,$$

which fixes $|\phi_{m+1}\rangle$ from $|\phi_m\rangle$. The singlet is thus unique up to a factor.

For the component $(l_1,l_3-l_1,-l_3)$ the Clebsch-Gordan coefficient is positive by convention, so its sign is $(-1)^{l_1-l_2+l_3}$.

## (b) The same singlet as a polynomial

**Represent $|l\,m\rangle$ by $x^{l+m}y^{l-m}/\sqrt{(l+m)!\,(l-m)!}$, these functions being taken as orthonormal. Put $[ij]=x_iy_j-y_ix_j$ and $n_i=L-2l_i$. Show that $F=[12]^{n_3}[23]^{n_1}[31]^{n_2}$ equals $N|S\rangle$ with a positive $N$, and find $N$.**

*Solution.* The operators $J_+=x\,\partial_y$ and $J_-=y\,\partial_x$ have the required matrix elements. For $J_+$,

$$x\,\partial_y\frac{x^{l+m}y^{l-m}}{\sqrt{(l+m)!(l-m)!}}=(l-m)\sqrt{\frac{l+m+1}{l-m}}\;\frac{x^{l+m+1}y^{l-m-1}}{\sqrt{(l+m+1)!(l-m-1)!}},$$

and the prefactor is $\sqrt{(l-m)(l+m+1)}$. For $m=l$ the derivative gives zero. Exchanging $x$ and $y$ gives the result for $J_-$.

The triangle condition makes every $n_i$ a non-negative integer. The variables with index 1 occur in $F$ with total degree $n_3+n_2=2L-2l_3-2l_2=2l_1$, as a state of angular momentum $l_1$ requires; the other two indices follow in the same way. The total $J_+$ annihilates each bracket, for example

$$(x_1\partial_{y_1}+x_2\partial_{y_2})(x_1y_2-y_1x_2)=-x_1x_2+x_2x_1=0 ,$$

and so does $J_-$. Both are first-order derivatives obeying the product rule, so they annihilate $F$. By the uniqueness in (a), $F=N|S\rangle$ for some number $N$.

*Norm.* By (a), the part of $|S\rangle$ with a given $m_3$ carries the fraction $1/(2l_3+1)$ of the squared norm. It is enough to examine $m_3=-l_3$, the part of $F$ without $x_3$. There $[23]\to x_2y_3$ and $[31]\to-y_3x_1$, and since $n_1+n_2=2l_3$ this part is

$$(-1)^{n_2}\,y_3^{2l_3}\sum_{k=0}^{n_3}\binom{n_3}{k}(-1)^k\,x_1^{n_2+n_3-k}\,y_1^{k}\,x_2^{n_1+k}\,y_2^{n_3-k}.$$

Each monomial $x^py^q$ has squared norm $p!\,q!$. The squared norm of this part is therefore

$$W=(2l_3)!\sum_k\binom{n_3}{k}^2(n_2+n_3-k)!\,k!\,(n_1+k)!\,(n_3-k)! .$$

Writing out the squared binomial cancels one $k!$ and one $(n_3-k)!$:

$$W=(2l_3)!\,n_3!^2\,n_1!\,n_2!\sum_k\binom{n_1+k}{k}\binom{n_2+n_3-k}{n_3-k}.$$

The sum is the coefficient of $t^{n_3}$ in $(1-t)^{-n_1-1}(1-t)^{-n_2-1}=(1-t)^{-n_1-n_2-2}$, which is $\binom{n_1+n_2+n_3+1}{n_3}$. With $n_1+n_2+n_3=3L-2L=L$, this equals $(L+1)!/[n_3!\,(2l_3+1)!]$. Hence

$$W=\frac{(L+1)!\,n_1!\,n_2!\,n_3!}{2l_3+1},\qquad N^2=(2l_3+1)W=(L+1)!\,n_1!\,n_2!\,n_3! .$$

*Sign.* The component $(l_1,l_3-l_1,-l_3)$ contains no $y_1$, so it is the $k=0$ term above, with sign $(-1)^{n_2}$. Because $n_2=l_1-l_2+l_3$, this is the sign found in (a). Hence $N$ is the positive root.

## (c) Odd sums

**Express the symbol with zero projections through a coefficient of $F$, and show that it vanishes for odd $L$.**

*Solution.* The state $|l\,0\rangle$ is $x^ly^l/l!$. Let $C$ be the coefficient of $(x_1y_1)^{l_1}(x_2y_2)^{l_2}(x_3y_3)^{l_3}$ in $F$. Comparing this term in $F=N|S\rangle$ gives

$$\begin{pmatrix} l_1&l_2&l_3\\0&0&0\end{pmatrix}=\frac{l_1!\,l_2!\,l_3!\;C}{N}.$$

Exchange $x_i$ with $y_i$ for all three $i$. Every bracket changes sign, and $F$ contains $n_1+n_2+n_3=L$ brackets, so $F\to(-1)^LF$. The monomial belonging to $C$ does not change. Therefore $C=(-1)^LC$, and $C=0$ for odd $L$.

For general projections the exchange maps every $m_i$ to $-m_i$, so it relates two components. For odd $L$ they are opposite, which forces a component to vanish when it is its own partner. The other components need not vanish. For $(4\;3\;2)$, with $L=9$, the component $(m_1,m_2,m_3)=(4,-3,-1)$ is $0.2582$, while the one with zero projections is zero.

## (d) Even sums: reduction to one sum

**For $L=2g$ put $a=g-l_1$, $b=g-l_2$, $c=g-l_3$. Write $C$ as a single sum.**

*Solution.* Now $n_1=2a$, $n_2=2b$, $n_3=2c$. Since $a+b+c=3g-2g=g$, also

$$l_1=b+c,\qquad l_2=c+a,\qquad l_3=a+b .$$

The binomial theorem gives

$$[12]^{2c}=\sum_r(-1)^r\binom{2c}{r}(x_1y_2)^{2c-r}(y_1x_2)^r,$$
$$[23]^{2a}=\sum_s(-1)^s\binom{2a}{s}(x_2y_3)^{2a-s}(y_2x_3)^s,$$
$$[31]^{2b}=\sum_t(-1)^t\binom{2b}{t}(x_3y_1)^{2b-t}(y_3x_1)^t .$$

The power of $x_1$ must be $l_1$: $2c-r+t=b+c$, so $r-c=t-b$. The power of $x_2$ must be $l_2$: $r+2a-s=c+a$, so $r-c=s-a$. The power of $x_3$ is then $s+2b-t=a+b=l_3$, and the powers of the $y_i$ are correct because the total degrees are fixed. With $k$ for the common difference, $r=c+k$, $s=a+k$, $t=b+k$, and the sign is $(-1)^{r+s+t}=(-1)^{g+3k}=(-1)^g(-1)^k$. Hence

$$C=(-1)^gD,\qquad D=\sum_k(-1)^k\binom{2a}{a+k}\binom{2b}{b+k}\binom{2c}{c+k},$$

with $|k|\le\min(a,b,c)$.

## (e) Evaluation of the alternating sum

**Find $D$ in closed form.**

*Solution.* Write $D=(2a)!\,(2b)!\,(2c)!\;T$ with

$$T=\sum_k\frac{(-1)^k}{(a+k)!(a-k)!\,(b+k)!(b-k)!\,(c+k)!(c-k)!}.$$

In what follows the inverse factorial of a negative integer counts as zero.

*A splitting identity.* Vandermonde's sum, which compares powers of $t$ in $(1+t)^p(1+t)^q=(1+t)^{p+q}$, gives for $|k|\le\min(a,b)$

$$\sum_j\binom{a+k}{a-j}\binom{b-k}{j-k}=\binom{a+b}{a-k},$$

because the lower entries on the left add to $a-k$. Dividing by $(a+k)!\,(b-k)!$ yields

$$\frac{(a+b)!}{(a+k)!(a-k)!(b+k)!(b-k)!}=\sum_j\frac{1}{(a-j)!(b-j)!\,(j+k)!(j-k)!}.\qquad(1)$$

*Two pairs of factorials.* Define

$$U(j,c)=\sum_k\frac{(-1)^k}{(j+k)!(j-k)!(c+k)!(c-k)!}.$$

Use (1) with $a,b$ replaced by $j,c$ and the summation index called $i$:

$$U(j,c)=\frac{1}{(j+c)!}\sum_i\frac{1}{(j-i)!(c-i)!}\sum_k\frac{(-1)^k}{(i+k)!(i-k)!}.$$

With $q=i+k$ the inner sum is $\frac{(-1)^i}{(2i)!}\sum_{q=0}^{2i}(-1)^q\binom{2i}{q}=\frac{(-1)^i}{(2i)!}(1-1)^{2i}$. This is zero for $i>0$ and one for $i=0$. Therefore

$$U(j,c)=\frac{1}{j!\,c!\,(j+c)!}.$$

*Three pairs.* Insert (1) for the factors with $a$ and $b$ in $T$. The sum over $k$ is then $U(j,c)$:

$$T=\frac{1}{(a+b)!\,c!}\sum_j\frac{1}{(a-j)!(b-j)!\,j!\,(j+c)!}.$$

Multiplied by $a!\,(b+c)!$, the remaining sum is again of Vandermonde's form:

$$\sum_j\binom{a}{j}\binom{b+c}{b-j}=\binom{a+b+c}{b}=\frac{g!}{b!\,(a+c)!}.$$

Collecting the factors,

$$D=\frac{(2a)!\,(2b)!\,(2c)!\;g!}{a!\,b!\,c!\,(a+b)!\,(b+c)!\,(c+a)!}.$$

All factors are positive, so $D>0$ although its terms alternate.

## (f) The closed form

**Assemble the symbol for even $L$, and examine a limiting case and the range of validity.**

*Solution.* From (b), $N=\sqrt{(2g+1)!\,(2a)!\,(2b)!\,(2c)!}$. In the expression of (c), the product $l_1!\,l_2!\,l_3!=(b+c)!\,(c+a)!\,(a+b)!$ cancels the last three factorials in $D$:

$$\begin{pmatrix} l_1&l_2&l_3\\0&0&0\end{pmatrix}=(-1)^g\,\frac{(2a)!\,(2b)!\,(2c)!}{\sqrt{(2g+1)!\,(2a)!\,(2b)!\,(2c)!}}\;\frac{g!}{a!\,b!\,c!}.$$

In terms of the angular momenta,

$$\boxed{\begin{pmatrix} l_1&l_2&l_3\\0&0&0\end{pmatrix}=(-1)^g\sqrt{\frac{(2g-2l_1)!\,(2g-2l_2)!\,(2g-2l_3)!}{(2g+1)!}}\;\frac{g!}{(g-l_1)!\,(g-l_2)!\,(g-l_3)!}}$$

for $L=2g$, and zero for odd $L$. The ratio of factorials outside the root is not the whole magnitude; the root, which comes from the normalization, is needed as well.

For $l_3=0$ and $l_1=l_2=l$ one has $g=l$, $a=b=0$, $c=l$, and the formula reduces to $(-1)^l/\sqrt{2l+1}$. This agrees with the singlet of two equal angular momenta in (a), whose terms have equal weight and alternating sign. For $l=1$ the value is $-0.5774$, for $l=2$ it is $+0.4472$.

Inside the triangle and for even $L$ the symbol is never zero, since every factor is non-zero. Outside the triangle one of $a,b,c$ is negative and the formula must not be used; the symbol is zero there because the Clebsch-Gordan coefficient is. Half-integer angular momenta have no state with $m=0$, so the question does not arise for them.

## (g) Meaning as an angular integral

**Show that $\int_{-1}^{1}P_{l_1}(x)P_{l_2}(x)P_{l_3}(x)\,dx=2\begin{pmatrix} l_1&l_2&l_3\\0&0&0\end{pmatrix}^2$, where $P_l$ are Legendre polynomials.**

*Solution.* Let $U(R)$ rotate all three angular momenta together, and let $\Pi$ be the average of $U(R)$ over all rotations. A further rotation only reorders the average, so $U(R')\Pi=\Pi$ and $\Pi^2=\Pi$. Each rotation is averaged together with its inverse, so $\Pi$ is Hermitian. It is thus the projector on the rotation-invariant states, and by (a) $\Pi=|S\rangle\langle S|$. Its diagonal element in the state $|l_10\rangle|l_20\rangle|l_30\rangle$ is the square of the 3j symbol.

The same element is the average of a product of three amplitudes $\langle l\,0|U(R)|l\,0\rangle$. The state $|l\,0\rangle$ is the function $\sqrt{(2l+1)/4\pi}\,P_l(\cos\theta)$. A rotation that tilts the $z$ axis by $\beta$ turns it into the same function of the angle from the tilted axis. Evaluate the rotated function at the north pole, where spherical harmonics with $m\ne0$ vanish. Its value there is $\sqrt{(2l+1)/4\pi}\,P_l(\cos\beta)$. It is also the amplitude times $\sqrt{(2l+1)/4\pi}$, because $P_l(1)=1$. The amplitude is therefore $P_l(\cos\beta)$.

In the average the tilted axis is uniformly distributed over the sphere, so $x=\cos\beta$ is uniform on $[-1,1]$. Thus $\frac12\int_{-1}^{1}P_{l_1}P_{l_2}P_{l_3}\,dx$ equals the squared symbol. Outside the triangle there is no singlet, $\Pi=0$, and the integral vanishes.

The odd rule now appears as parity: $P_l(-x)=(-1)^lP_l(x)$ makes the integrand odd when $L$ is odd. For $l_3=1$, where $P_1(x)=x$, the triangle condition and the parity rule together leave $l_2=l_1\pm1$. This is the selection rule for the dipole component along $z$ between states with $m=0$. The integral does not contain the sign $(-1)^g$; that came from the phase convention followed through (a), (b) and (d).

## (h) A worked case

**Evaluate the symbol and the Legendre integral for $(l_1,l_2,l_3)=(4,3,3)$.**

*Solution.* Here $L=10$, $g=5$, and $(a,b,c)=(1,2,2)$. The alternating sum has three terms:

$$k=0:\ \binom21\binom42\binom42=2\cdot6\cdot6=72,\qquad k=\pm1:\ -1\cdot4\cdot4=-16 .$$

Thus $D=72-32=40$ and $C=(-1)^5\cdot40=-40$. The closed form of $D$ agrees:

$$D=\frac{2!\,4!\,4!\,5!}{1!\,2!\,2!\,3!\,4!\,3!}=\frac{138240}{3456}=40 .$$

The norm follows from $N^2=11!\,2!\,4!\,4!=45\,984\,153\,600$, so $N=214\,439.16$. With $4!\,3!\,3!=864$,

$$\begin{pmatrix}4&3&3\\0&0&0\end{pmatrix}=\frac{864\cdot(-40)}{214\,439.16}=-0.161165 .$$

The boxed formula gives the exact square,

$$\frac{2!\,4!\,4!}{11!}\left(\frac{5!}{1!\,2!\,2!}\right)^2=\frac{1152\cdot900}{39\,916\,800}=\frac{2}{77},$$

so the symbol is $-\sqrt{2/77}$. By (g), $\int_{-1}^{1}P_4P_3P_3\,dx=4/77=0.051948$.

The pair $(2\;2\;2)$ and $(2\;2\;4)$ shows what the integral leaves out. Both symbols have the square $2/35$, but $g=3$ and $g=4$ give the values $-0.2390$ and $+0.2390$.

The numerical check obtains the symbols independently, by diagonalizing the squared angular momentum and applying ladder operators. For all triangles with $l_i\le5$ the results agree with the closed form, signs included, to within rounding error.

## Computed results

```
All numbers are dimensionless
Even example (l1,l2,l3) = (4, 3, 3)
g = 5 ; a, b, c = 1 2 2
term of the alternating sum, k = -1: -16
term of the alternating sum, k = +0: 72
term of the alternating sum, k = +1: -16
alternating sum D = 40
coefficient C in the invariant polynomial = -40
norm squared N^2 = 45984153600
norm N = 214439.1606
product l1! l2! l3! = 864
square of the symbol, exact = 2/77
symbol, closed form = -0.1611645928
symbol, coupling = -0.1611645928
Legendre integral, quadrature = 0.0519480519
Legendre integral, twice the exact square = 4/77
Odd example (l1,l2,l3) = (4, 3, 2)
magnitude of its 000 symbol, coupling = 2.4e-16
a component of largest magnitude, (m1,m2,m3) = (4, -3, -1)
its value = 0.25819889
Short table: triple, sign, exact square, value
(0, 0, 0)  +1  1  +1.00000000
(1, 1, 0)  -1  1/3  -0.57735027
(1, 1, 2)  +1  2/15  +0.36514837
(2, 2, 0)  +1  1/5  +0.44721360
(2, 2, 2)  -1  2/35  -0.23904572
(2, 2, 4)  +1  2/35  +0.23904572
(3, 2, 1)  -1  3/35  -0.29277002
(3, 3, 2)  +1  4/105  +0.19518001
triples compared with coupling, l up to 5: even 69 , odd 42
largest deviation from coupling = 3.6e-15
largest deviation of Legendre integrals, l up to 6 = 4.6e-15
largest deviation over all m components = 1.6e-14
```
